# Dressed Photon Propagator: Geometric Series, Massless Pole and Z3

Take electron QED with one-loop vacuum polarization, regulated at a mass scale $\Lambda$, and hold the long-distance coupling at $1/\alpha=137.036$. With $\Lambda=1000\,m$, where $m$ is the electron mass, the coupling in the Lagrangian must be $1/\alpha_0=135.644$. With $\Lambda=10^5\,m$ it must be $134.666$. Yet at spacelike momentum $-q^2=100\,m^2$ both choices give the same effective coupling, $1/\alpha_{\rm eff}=136.7182$. For $|q^2|\ll\Lambda^2$ the cutoff dependence sits in one number, the residue $Z_3$ of the photon pole. The pole itself stays at $q^2=0$.

## Conventions and result

Units are natural, $\hbar=c=1$ and $e^2=4\pi\alpha$, and the metric is $(+,-,-,-)$, so spacelike momenta have $q^2<0$. The subscript 0 on $e_0$ and $\alpha_0$ marks bare couplings. In a covariant gauge with parameter $\xi$ the free propagator is

$$D_0^{\mu\nu}=\frac{-i}{q^2+i\epsilon}\left[g^{\mu\nu}-(1-\xi)\frac{q^\mu q^\nu}{q^2}\right].$$

The $i\epsilon$ is left unwritten below. Let $i\Pi^{\mu\nu}(q)$ be the sum of one-particle-irreducible (1PI) insertions: diagrams with two external photon legs, removed, that do not fall apart when one internal photon line is cut. Lorentz covariance allows $\Pi^{\mu\nu}=A\,g^{\mu\nu}+C\,q^\mu q^\nu$. Current conservation, respected by the regulator, requires $q_\mu\Pi^{\mu\nu}=(A+Cq^2)q^\nu=0$, so $A=-Cq^2$. With $\Pi=-C$,

$$\Pi^{\mu\nu}=(q^2g^{\mu\nu}-q^\mu q^\nu)\,\Pi(q^2).$$

The full propagator is then

$$D^{\mu\nu}=\frac{-i}{q^2[1-\Pi(q^2)]}\left(g^{\mu\nu}-\frac{q^\mu q^\nu}{q^2}\right)-i\xi\frac{q^\mu q^\nu}{q^4}.\qquad(1)$$

If $\Pi$ is regular at $q^2=0$ and $\Pi(0)\neq1$, the photon pole stays at zero with residue $Z_3=1/[1-\Pi(0)]$. Code that stores $\Pi$ with the opposite sign needs $1+\Pi$ in the denominator.

## Summing the insertions

Diagrams in which a part without external ends hangs on a single photon line sum to zero by charge conjugation (Furry's theorem) and are left out. Any other diagram for the propagator can be cut at every photon line whose removal separates its two ends. The pieces between cuts are 1PI, and their order is fixed, so each diagram occurs once in

$$D=D_0+D_0(i\Pi)D_0+D_0(i\Pi)D_0(i\Pi)D_0+\dots$$

Products are matrix products, with neighbouring indices contracted through the metric. For $q^2\neq0$ define

$$P^{\mu\nu}=g^{\mu\nu}-\frac{q^\mu q^\nu}{q^2},\qquad L^{\mu\nu}=\frac{q^\mu q^\nu}{q^2}.$$

Since $q_\alpha q^\alpha=q^2$, we have $LL=L$. As $P=g-L$ and $g$ acts as the unit matrix, $PL=L-L=0$ and $PP=g-2L+L=P$. In these terms

$$D_0=\frac{-i}{q^2}(P+\xi L),\qquad i\Pi^{\mu\nu}=iq^2\Pi\,P^{\mu\nu}.$$

One link of the chain is therefore

$$D_0(i\Pi)=\frac{-i}{q^2}\,(iq^2\Pi)\,(P+\xi L)P=\Pi\,P,$$

because $(-i)(i)=1$ and $LP=0$. Repeating it $n$ times gives $\Pi^nP$ for $n\ge1$, and

$$D=\frac{-i}{q^2}\left[(1+\Pi+\Pi^2+\dots)P+\xi L\right]=\frac{-i}{q^2}\left[\frac{P}{1-\Pi}+\xi L\right],$$

which is equation (1). For $\Pi=-0.4$ the sums of one, two, three and ten terms are $1$, $0.6$, $0.76$ and $0.71421$, approaching $1/1.4=0.71429$.

The series converges for $|\Pi|<1$. Separating the first term of the chain from the rest gives the Dyson equation, which holds order by order in $\Pi$ and is taken to define $D$ outside that range:

$$D=D_0+D_0(i\Pi)D=D_0+\Pi P D.$$

Multiplying by $P$ gives $(1-\Pi)PD=PD_0$; multiplying by $L$ gives $LD=LD_0$. For $\Pi\neq1$ these fix $D$ and reproduce (1). An implementation should use the closed form, not partial sums.

## Why the longitudinal part is not dressed

Contract (1) with $q_\mu q_\nu$. The projector $P$ drops out and

$$q_\mu q_\nu D^{\mu\nu}=-i\xi,$$

the same as for $D_0$. This depends on transversality. Suppose a regulator that violates current conservation adds a term $iB\,q^\mu q^\nu=iBq^2L^{\mu\nu}$ to the insertion. A longitudinal link is then $(-i\xi/q^2)(iBq^2)L=\xi B\,L$, the longitudinal series sums to $1/(1-\xi B)$, and

$$q_\mu q_\nu D^{\mu\nu}=\frac{-i\xi}{1-\xi B}.$$

For $\xi=3$ and $B=0.1$, the quantity $i\,q_\mu q_\nu D^{\mu\nu}$ moves from $3$ to $3/0.7=4.286$. Monitoring this contraction at $\xi\neq0$ is a useful diagnostic. At $\xi=0$ it vanishes with or without $B$ and detects nothing.

## Pole and residue

Between conserved currents, $q_\mu J^\mu=q_\mu J'^\mu=0$, the terms with $q^\mu q^\nu$ vanish:

$$J'_\mu D^{\mu\nu}J_\nu=\frac{-i\,J'\!\cdot J}{q^2[1-\Pi(q^2)]}.$$

This is the quantity whose pole is meant, since the projector in (1) carries a $1/q^2$ of its own. If $\Pi$ is regular at zero, $\Pi(q^2)=\Pi(0)+O(q^2)$, and

$$\frac{1}{q^2[1-\Pi(q^2)]}=\frac{Z_3}{q^2}+\text{regular terms},\qquad Z_3=\frac{1}{1-\Pi(0)}.$$

The inverse propagator $q^2(1-\Pi)$ has a simple zero at $q^2=0$. For the amplitude between conserved currents to stay finite at $q^2=0$, as it does for a purely massive photon, the product $q^2\Pi(q^2)$ must stay nonzero as $q^2\to0$, and a regular $\Pi$ cannot supply that. If a regular $\Pi$ reaches 1 at some other $q^2$, it adds a pole there but leaves the massless one in place.

For two external sources of bare charge $e_0$, the amplitude near the pole is proportional to $e_0^2Z_3/q^2$. The coupling measured at long distance is therefore

$$\alpha=Z_3\,\alpha_0.$$

Near the pole $D\simeq Z_3(-i/q^2)[P+(\xi/Z_3)L]$. Dividing the photon field by $\sqrt{Z_3}$ thus restores the free form, with gauge parameter $\xi/Z_3$.

## The one-loop function

The insertion is a fermion loop. Pauli-Villars regularization adds loops of heavy fermions with weights $c_i$:

$$c=(1,-2,1),\qquad m_i^2=(m^2,\ \Lambda^2,\ 2\Lambda^2-m^2),\qquad \Lambda>m.$$

These satisfy $\sum c_i=0$ and $\sum c_im_i^2=m^2-2\Lambda^2+2\Lambda^2-m^2=0$. The summed integrand then falls fast enough for the loop integral to converge, so the loop momentum may be shifted.

The closed loop gives $-1$, the two vertices $(-ie_0)^2=-e_0^2$, and the two fermion propagators $i^2=-1$. The product is $-e_0^2$. With $p=k+q$,

$$i\Pi^{\mu\nu}=-e_0^2\sum_ic_i\int\!\frac{d^4k}{(2\pi)^4}\frac{{\rm tr}[\gamma^\mu(\gamma\!\cdot\!k+m_i)\gamma^\nu(\gamma\!\cdot\!p+m_i)]}{(k^2-m_i^2)(p^2-m_i^2)}.$$

Traces of an odd number of gamma matrices vanish. With $T={\rm tr}\,1=4$ the trace is

$$T\left[k^\mu p^\nu+k^\nu p^\mu-g^{\mu\nu}(k\!\cdot\!p-m_i^2)\right].$$

Use $1/(ab)=\int_0^1dx\,[(1-x)a+xb]^{-2}$. The combined denominator is the square of

$$k^2+2xk\!\cdot\!q+xq^2-m_i^2=l^2-\Delta_i,$$

$$l=k+xq,\qquad\Delta_i=m_i^2-x(1-x)q^2.$$

Insert $k=l-xq$ and $p=l+(1-x)q$, and drop terms odd in $l$. The bracket becomes

$$2l^\mu l^\nu-2x(1-x)q^\mu q^\nu-g^{\mu\nu}\left[l^2-x(1-x)q^2-m_i^2\right].$$

Replacing $m_i^2$ by $\Delta_i+x(1-x)q^2$ turns this into

$$\left[2l^\mu l^\nu-g^{\mu\nu}(l^2-\Delta_i)\right]+2x(1-x)(q^2g^{\mu\nu}-q^\mu q^\nu).$$

Divided by $(l^2-\Delta_i)^2$, the first bracket is a total derivative:

$$\frac{2l^\mu l^\nu-g^{\mu\nu}(l^2-\Delta_i)}{(l^2-\Delta_i)^2}=-\frac{\partial}{\partial l_\nu}\frac{l^\mu}{l^2-\Delta_i}.$$

Its integral is a surface term at large $l$. There

$$\sum_i\frac{c_i\,l^\mu}{l^2-\Delta_i}=l^\mu\left[\frac{\sum c_i}{l^2}+\frac{\sum c_i\Delta_i}{l^4}+O(l^{-6})\right].$$

Both sums vanish, so after rotation to Euclidean momentum this falls as $l^{-5}$ while the surface grows as $l^3$. The surface term is zero, and what remains is transverse.

Now rotate: $l^0=il_E^0$, $d^4l=i\,d^4l_E$, $l^2=-l_E^2$. This is allowed for $q^2<4m^2$, where $\Delta_i>0$. Cancelling $i$ on both sides,

$$\Pi(q^2)=-2Te_0^2\int_0^1\!dx\,x(1-x)\sum_ic_i\int\!\frac{d^4l_E}{(2\pi)^4}\frac{1}{(l_E^2+\Delta_i)^2}.\qquad(2)$$

With $u=l_E^2$ the measure is $d^4l_E=\pi^2u\,du$, and $\pi^2/(2\pi)^4=1/(16\pi^2)$. The inner sum is

$$\frac{1}{16\pi^2}\sum_ic_i\left[\ln(u+\Delta_i)+\frac{\Delta_i}{u+\Delta_i}\right]_0^\infty=-\frac{1}{16\pi^2}\sum_ic_i\ln\Delta_i.$$

The upper limit vanishes because $\sum c_i=0$; at the lower limit the constant $\sum c_i$ vanishes too. With $T=4$ and $e_0^2=4\pi\alpha_0$, the prefactor is $8e_0^2/(16\pi^2)=2\alpha_0/\pi$:

$$\Pi(q^2)=\frac{2\alpha_0}{\pi}\int_0^1dx\,x(1-x)\sum_ic_i\ln\Delta_i.\qquad(3)$$

The numerical check evaluates the momentum integral with explicit gamma matrices. For $e_0=1$, $\Lambda=3m$ and $q^2=-4m^2$ it finds $\Pi=-0.009333$, in agreement with (3), and a longitudinal component that vanishes to numerical accuracy.

### Regularity and sign

For $m>0$ and $|q^2|<4m^2$ the real part of every $\Delta_i$ is positive, since $x(1-x)\le1/4$. The logarithms are then analytic, so $\Pi$ is regular at zero. There $\Delta_i=m_i^2$ and $\int_0^1x(1-x)dx=1/6$, which gives

$$\Pi(0)=-\frac{\alpha_0\ell}{3\pi},\qquad \ell=\ln\frac{\Lambda^4}{m^2(2\Lambda^2-m^2)}.$$

For $\Lambda\gg m$, $\ell\simeq\ln(\Lambda^2/2m^2)$.

For real $q^2<4m^2$ the masses were chosen so that $\Delta_2$ is the arithmetic mean of $\Delta_1$ and $\Delta_3$. The geometric mean of two unequal positive numbers is smaller, so $\Delta_1\Delta_3<\Delta_2^2$ and $\sum c_i\ln\Delta_i<0$. Hence $\Pi<0$ and $1-\Pi>1$. In this regulated one-loop model no real value of $q^2$ below threshold, other than zero, gives a pole, and $0<Z_3<1$.

These statements do not need weak coupling. For $\alpha_0=3$ and $\Lambda=1000\,m$ one has $\Pi(0)=-4.18$, where the geometric series diverges. A contour integral of the closed form around $q^2=0$ still gives the residue $0.19316=1/(1+4.177)$, and a winding-number count finds one zero of $q^2(1-\Pi)$ inside $|q^2|<3m^2$. The count says nothing about larger $|q^2|$, where for this coupling $1-\Pi$ has a complex-conjugate pair of zeros. At such a coupling this tests the algebra of the chain; it does not make the one-loop $\Pi$ a good approximation.

Above threshold, $q^2>4m^2$, some $\Delta_1$ are negative. The replacement $q^2\to q^2+i\epsilon$ gives $\ln\Delta_1=\ln|\Delta_1|-i\pi$ there.

## Bare and effective coupling

Inserting $\Pi(0)$ into $\alpha=Z_3\alpha_0$ gives $\alpha(1+\alpha_0\ell/3\pi)=\alpha_0$. Collecting $\alpha_0$, $\alpha=\alpha_0(1-\alpha\ell/3\pi)$, so

$$Z_3=1-\frac{\alpha\ell}{3\pi}.$$

For $\Lambda=1000\,m$, $\ell=13.1224$ and

$$\frac{\alpha\ell}{3\pi}=\frac{0.00729735\times13.1224}{9.42478}=0.01016,\qquad Z_3=0.98984.$$

Then $\alpha_0=0.00729735/0.98984=0.0073723$ and $\Pi(0)=-0.010265$. The first two terms of the series give $1+\Pi(0)=0.989735$, below the full sum by about $\Pi(0)^2\simeq10^{-4}$; three terms give $0.989841$. For $\Lambda=10^5\,m$, $\ell=22.3327$ and $Z_3=0.98271$. These digits belong to the one-loop model. The first omitted 1PI diagrams have a photon line inside the fermion loop; its two extra vertices bring one more factor of $\alpha_0$ than the one-loop $\Pi$ has. At $-q^2=100\,m^2$ these diagrams lower $1/\alpha_{\rm eff}$ by about $1.5\times10^{-3}$, so the last two digits of $136.7182$ also belong to the one-loop model.

At fixed $\alpha$, $Z_3$ reaches zero and $\alpha_0$ diverges when $\ell=3\pi/\alpha\simeq1290$. With a larger cutoff the one-loop relation requires $\alpha_0<0$, so no real bare charge $e_0$ gives the chosen $\alpha$. The one-loop approximation loses its justification earlier, when $\alpha_0$ is no longer small.

At other momenta the factor $\alpha_0/(1-\Pi)$ acts as a coupling. Write $\Pi(q^2)=\alpha_0F(q^2)$, where $F$ contains no coupling. Then

$$\frac{1}{\alpha_{\rm eff}(q^2)}=\frac{1-\Pi(q^2)}{\alpha_0}=\frac1{\alpha_0}-F(q^2),\qquad \frac1\alpha=\frac1{\alpha_0}-F(0).$$

Subtracting eliminates $\alpha_0$:

$$\frac1{\alpha_{\rm eff}(q^2)}=\frac1\alpha-[F(q^2)-F(0)].$$

In the difference each regulator contributes $\ln(\Delta_i/m_i^2)$, which vanishes when $|q^2|\ll\Lambda^2$. With $Q^2=-q^2$,

$$F(q^2)-F(0)\to\frac2\pi\int_0^1dx\,x(1-x)\ln\left[1+x(1-x)\frac{Q^2}{m^2}\right].\qquad(4)$$

This accounts for the opening numbers. Raising $\Lambda$ shifts $F$ by a momentum-independent constant, up to terms of order $Q^2/\Lambda^2$, and fixing $\alpha$ absorbs that constant into $\alpha_0$. For $\Lambda=1000\,m$ and $Q^2=100\,m^2$, $\Pi=-0.0079215$, so

$$F(q^2)-F(0)=\frac{-0.0079215+0.0102646}{0.0073723}=0.3178,$$

and $1/\alpha_{\rm eff}=137.0360-0.3178=136.7182$. The integral in (4) is positive for spacelike momentum, so the effective coupling exceeds $\alpha$. The integral also grows with $Q^2$: a probe with larger momentum transfer sees less screening.

The remaining cutoff effect can be estimated. For $s=x(1-x)Q^2\ll\Lambda^2$ the two regulators add $-2s/\Lambda^2+s/(2\Lambda^2)=-3s/(2\Lambda^2)$ to the logarithm in (4). Since $\int_0^1x^2(1-x)^2dx=1/30$, this changes $F(q^2)-F(0)$ by $-Q^2/(10\pi\Lambda^2)$, or $-3\times10^{-6}$ for $\Lambda=1000\,m$. The program gives $1/\alpha_{\rm eff}=136.718173$ for $\Lambda=1000\,m$ and $136.718170$ for $\Lambda=10^5\,m$, a difference of $+3\times10^{-6}$. The size agrees, and the sign is reversed because $F(q^2)-F(0)$ is subtracted in $1/\alpha_{\rm eff}$. In code, for $Q^2\ll\Lambda^2$, (4) avoids the cancellation that comes with subtracting two cutoff-dependent functions. At very small $Q^2/m^2$ its logarithm should be evaluated with a `log1p` routine.

## When regularity fails

Massless fermions in four dimensions are a mild failure. With $m=0$, $\ln\Delta_1$ contains $\ln(-q^2)$, so $\Pi\to-\infty$ logarithmically as $q^2\to0$. The product $q^2\Pi$ still vanishes and no mass appears, but $1/(1-\Pi)\to0$, so the singularity at $q^2=0$ is a $1/q^2$ divided by a logarithm, weaker than a pole, and there is no nonzero residue to call $Z_3$.

In two spacetime dimensions the failure is complete. The numerator algebra above holds unchanged, with $T=2$. One regulator of mass $M$ and weight $-1$ suffices: the surface integrand falls as $l^{-3}$ while the surface grows as $l$. In (2) the momentum integral becomes

$$\int\!\frac{d^2l_E}{(2\pi)^2}\frac1{(l_E^2+\Delta)^2}=\frac1{4\pi}\int_0^\infty\!\frac{du}{(u+\Delta)^2}=\frac1{4\pi\Delta}.$$

The regulator's share of this scalar integral vanishes as $M\to\infty$, but the regulator cannot be dropped from the tensor: a single loop, integrated symmetrically, keeps a surface term $-e^2g^{\mu\nu}/(2\pi)$ whatever its mass, and this term cancels only between the two loops. Writing $e$ for the coupling, which now has the dimension of mass,

$$\Pi(q^2)=-\frac{e^2}{\pi}\int_0^1dx\,\frac{x(1-x)}{m^2-x(1-x)q^2}.$$

For $m>0$ this is regular, with $\Pi(0)=-e^2/(6\pi m^2)$. The scalar factor $1/[q^2(1-\Pi)]$ keeps its pole at zero, and $m=e$ gives the residue $Z_3=1/(1+1/6\pi)=0.9496$. In two dimensions this is not a propagating photon. Conservation gives $J^1=q^0J^0/q^1$, so $J'\!\cdot J=-J'^0J^0\,q^2/(q^1)^2$ and the amplitude between conserved currents is $iJ'^0J^0/[(q^1)^2(1-\Pi)]$, finite on the light cone. Here $Z_3$ scales the long-range Coulomb term $1/(q^1)^2$. For $m=0$ the factors $x(1-x)$ cancel:

$$\Pi=\frac{e^2}{\pi q^2},\qquad q^2(1-\Pi)=q^2-\frac{e^2}{\pi}.$$

With $m=0$ the rotation holds for $q^2<0$; the result is analytic except at $q^2=0$ and continues unchanged to timelike momenta. The pole has moved to $q^2=e^2/\pi$, a photon mass of $0.5642\,e$. The insertion is as transverse as before, so transversality alone does not keep the photon massless. The contrast appears in $Q^2(1-\Pi)$ at small $Q^2$, in units of $e^2$:

| $Q^2$ | $m=e$ | $m=0$ |
|---|---|---|
| $1$ | $1.0443$ | $1.3183$ |
| $10^{-2}$ | $0.010529$ | $0.3283$ |
| $10^{-4}$ | $0.00010531$ | $0.3184$ |

The massive column goes to zero in proportion to $Q^2$, with slope $1/Z_3=1.053$. The massless column tends to $1/\pi$, the squared photon mass.

## Table of computed values

```
TENSOR CHAIN (dimensionless)
xi = 3.0, Pi = -0.4, B = 0.1
transverse factor 1/(1-Pi) = 0.714286
  sum of first 1 terms = 1.000000
  sum of first 2 terms = 0.600000
  sum of first 3 terms = 0.760000
  sum of first 5 terms = 0.721600
  sum of first 10 terms = 0.714211
i q.D.q free     = 3.000000
i q.D.q dressed  = 3.000000
i q.D.q with B   = 4.285714
LOOP INTEGRAL, 4D, e=1, m=1, Q=2 m, Lam=3 m
Pi from loop integral     = -0.00933312
Pi from parameter formula = -0.00933312
|Pi^LL/Pi^00| = 3.7e-08
LOOP INTEGRAL, 2D, e=1, m=0.1, Q=1, regulator mass 3
Pi from loop integral     = -0.283672
Pi from parameter formula = -0.283672
STRONG-COUPLING CHECK, alpha0 = 3, Lam = 1000 m
residue by contour = 0.19316288
1/(1-Pi(0))        = 0.19316288
zeros of q2(1-Pi) in |q2| < 3 m^2: 1.0000
WORKED EXAMPLE, -q2 = 100 m^2
alpha = 0.007297353, 1/alpha = 137.035999
Lam = 1000 m: log ell = 13.122364
  alpha0 = 0.007372257, 1/alpha0 = 135.643673
  Pi(0) = -0.01026459, Z3 = 0.98983971
  Pi(-100 m^2) = -0.00792149, 1/(1-Pi) = 0.99214077
  alpha_eff = 0.007314317, 1/alpha_eff = 136.718173
Lam = 100000 m: log ell = 22.332704
  alpha0 = 0.007425756, 1/alpha0 = 134.666426
  Pi(0) = -0.01759587, Z3 = 0.98270839
  Pi(-100 m^2) = -0.01523575, 1/(1-Pi) = 0.98499289
  alpha_eff = 0.007314317, 1/alpha_eff = 136.718170
Partial sums at q2 = 0, Lam = 1000 m
  1 terms: 1.00000000
  2 terms: 0.98973541
  3 terms: 0.98984078
  4 terms: 0.98983969
cutoff-free alpha_eff = 0.007314317
TWO DIMENSIONS, Q2(1-Pi) in units of e^2
  Q2 = 1e+00 e^2: m=e 1.044303e+00, m=0 1.318310
  Q2 = 1e-02 e^2: m=e 1.052946e-02, m=0 0.328310
  Q2 = 1e-04 e^2: m=e 1.053051e-04, m=0 0.318410
2D, m=e: Z3 = 0.949621
2D, m=0: photon mass^2 = 0.318310 e^2, mass = 0.564190 e
```
